# Three-Pulse Echo Modulation: Blind Times and the Many-Nucleus Product Rule: a program that tests the result

```python
# Three-pulse (stimulated) electron spin echo modulation, spin-1/2 nuclei.
# Result under test, for pulses pi/2 - tau - pi/2 - T - pi/2 - tau - echo:
#   V = (1/2) [ prod_i Va_i + prod_i Vb_i ]
#   Va = 1 - (k/2) (1 - cos wb tau) (1 - cos wa (T + tau)),  Vb: a <-> b
#   wa, wb = sqrt((wI +- A/2)^2 + B^2/4),  k = (B wI / (wa wb))^2
# wI: nuclear Zeeman frequency; A, B: secular and pseudosecular hyperfine
# couplings; a, b: electron manifolds m_S = +1/2, -1/2.
# Each nucleus is a tuple (wI, A, B)/2pi in MHz; times are in microseconds.
# The reference is a full density-matrix simulation with a Gaussian spread
# of electron offsets, which uses none of the formulas above.
import numpy as np
from scipy.linalg import expm

TWO_PI = 2 * np.pi
SX = np.array([[0, 1], [1, 0]], complex) / 2
SY = np.array([[0, -1j], [1j, 0]], complex) / 2
SZ = np.array([[1, 0], [0, -1]], complex) / 2

OFFSET_SIGMA = 80.0   # rad/us, width of the inhomogeneous line
OFFSETS = np.arange(-640.0, 640.1, 1.5)
WEIGHTS = np.exp(-0.5 * (OFFSETS / OFFSET_SIGMA) ** 2)
WEIGHTS /= WEIGHTS.sum()


def embed(operators, count):
    """Tensor product over electron (site 0) and nuclei (sites 1..count)."""
    result = np.eye(1, dtype=complex)
    for site in range(count + 1):
        result = np.kron(result, operators.get(site, np.eye(2)))
    return result


def simulate_echo(nuclei, tau, waits):
    """Offset-averaged S_y echo; unity means half of the magnetisation."""
    n = len(nuclei)
    sx, sy, sz = (embed({0: op}, n) for op in (SX, SY, SZ))
    ham = np.zeros_like(sz)
    for site, (zeeman, a_hf, b_hf) in enumerate(nuclei, start=1):
        ham += TWO_PI * (zeeman * embed({site: SZ}, n)
                         + a_hf * embed({0: SZ, site: SZ}, n)
                         + b_hf * embed({0: SZ, site: SX}, n))
    pulse = expm(-0.5j * np.pi * sx)
    electron_m = np.diag(sz).real

    def evolve(rho, time):
        u = expm(-1j * ham * time)
        phase = np.exp(-1j * time * OFFSETS[:, None] * electron_m)
        return phase[:, :, None] * (u @ rho @ u.conj().T) \
            * phase.conj()[:, None, :]

    def flip(rho):
        return pulse @ rho @ pulse.conj().T

    start = np.repeat(sz[None, :, :], len(OFFSETS), axis=0)
    stored = flip(evolve(flip(start), tau))
    norm = np.trace(sy @ sy).real
    echo = []
    for wait in waits:
        final = evolve(flip(evolve(stored, wait)), tau)
        mean_rho = np.tensordot(WEIGHTS, final, axes=1)
        echo.append(2 * np.trace(mean_rho @ sy).real / norm)
    return np.array(echo)


def formula_parameters(nucleus):
    zeeman, a_hf, b_hf = nucleus
    fa = np.hypot(zeeman + a_hf / 2, b_hf / 2)
    fb = np.hypot(zeeman - a_hf / 2, b_hf / 2)
    return fa, fb, (b_hf * zeeman / (fa * fb)) ** 2


def lobe(freq, time):
    return 1 - np.cos(TWO_PI * freq * time)


def manifold_factors(nucleus, tau, wait):
    fa, fb, k = formula_parameters(nucleus)
    va = 1 - k / 2 * lobe(fb, tau) * lobe(fa, wait + tau)
    vb = 1 - k / 2 * lobe(fa, tau) * lobe(fb, wait + tau)
    return va, vb


def formula_echo(nuclei, tau, wait):
    pairs = [manifold_factors(nuc, tau, wait) for nuc in nuclei]
    return 0.5 * (np.prod([p[0] for p in pairs], axis=0)
                  + np.prod([p[1] for p in pairs], axis=0))


def diagonalized_parameters(nucleus):
    """Frequencies and depth from eigenvalues and eigenvector overlap."""
    zeeman, a_hf, b_hf = nucleus
    freqs, lowest = [], []
    for m in (0.5, -0.5):
        energy, vec = np.linalg.eigh((zeeman + m * a_hf) * SZ + m * b_hf * SX)
        freqs.append(energy[1] - energy[0])
        lowest.append(vec[:, 0])
    p = abs(np.vdot(lowest[0], lowest[1])) ** 2
    return freqs[0], freqs[1], 4 * p * (1 - p)


def resolve_lines(trace, waits, tau, freqs):
    """Least-squares amplitudes of cos and sin of 2 pi f (T + tau)."""
    angle = TWO_PI * np.outer(waits + tau, freqs)
    design = np.hstack([np.ones((len(waits), 1)), np.cos(angle),
                        np.sin(angle)])
    coef = np.linalg.lstsq(design, trace, rcond=None)[0]
    assert np.max(abs(design @ coef - trace)) < 1e-9
    assert np.max(abs(coef[1 + len(freqs):])) < 1e-8
    return coef[1:1 + len(freqs)]


nuc1, nuc2, nuc3 = (15.0, 6.0, 8.0), (3.0, 2.0, 2.0), (6.0, -5.0, 3.0)
for nuc in (nuc1, nuc2, nuc3):
    assert np.allclose(formula_parameters(nuc), diagonalized_parameters(nuc),
                       atol=1e-12)
fa1, fb1, k1 = diagonalized_parameters(nuc1)
fa2, fb2, k2 = diagonalized_parameters(nuc2)

# Echo formula against simulation for one, two and three nuclei.
largest_error = 0.0
test_waits = np.array([0.45, 1.0, 1.73])
for group in ([nuc1], [nuc2], [nuc1, nuc2], [nuc1, nuc2, nuc3]):
    for tau_test in (0.1, 0.137):
        error = np.max(abs(simulate_echo(group, tau_test, test_waits)
                           - formula_echo(group, tau_test, test_waits)))
        largest_error = max(largest_error, error)
assert largest_error < 1e-9

# With T = 0 the last two pulses form a pi pulse: a full two-pulse echo.
tau = 0.1
hahn = simulate_echo([nuc1, nuc2], tau, [0.0])[0] / 2
hahn_product = np.prod([simulate_echo([nuc], tau, [0.0])[0] / 2
                        for nuc in (nuc1, nuc2)])
assert abs(hahn - hahn_product) < 1e-9
assert abs(hahn - formula_echo([nuc1, nuc2], tau, 0.0)) < 1e-9

for name, nuc in (("1", nuc1), ("2", nuc2)):
    fa, fb, k = diagonalized_parameters(nuc)
    print(f"nucleus {name}: nu_I, A, B = {nuc[0]:.1f}, {nuc[1]:.1f}, "
          f"{nuc[2]:.1f} MHz")
    print(f"nucleus {name}: nu_alpha = {fa:.4f} MHz, nu_beta = {fb:.4f} MHz")
    print(f"nucleus {name}: depth k = {k:.5f}, axis angle has |sin| = "
          f"{np.sqrt(k):.5f}")
print(f"first blind time of nu_alpha1 (1/nu_beta1) = {1 / fb1:.5f} us")
print(f"first blind time of nu_beta1 (1/nu_alpha1) = {1 / fa1:.5f} us")
print(f"largest possible amplitude of either line, k1/2 = {k1 / 2:.5f}")

# One nucleus: line amplitudes in T, with sum and difference allowed in fit.
waits = np.linspace(0.4, 2.6, 140)
single_freqs = np.array([fa1, fb1, fa1 + fb1, fa1 - fb1])
for label, tau_line in (("1/nu_beta1", 1 / fb1), ("1/nu_alpha1", 1 / fa1),
                        ("0.1 us", 0.1)):
    amp = resolve_lines(simulate_echo([nuc1], tau_line, waits), waits,
                        tau_line, single_freqs)
    expected = [k1 / 4 * lobe(fb1, tau_line), k1 / 4 * lobe(fa1, tau_line),
                0, 0]
    assert np.allclose(amp, expected, atol=1e-8)
    print(f"nucleus 1 alone, tau = {label}: simulated amplitude "
          f"nu_alpha1 {abs(amp[0]):.5f}, nu_beta1 {abs(amp[1]):.5f}")
print(f"nucleus 1 alone, tau = 0.1 us: |amplitude| at nu_alpha1+nu_beta1 "
      f"{abs(amp[2]):.5f}")

# Two nuclei: in-manifold lines and forbidden cross-manifold lines.
pair_freqs = np.array([fa1, fa2, fb1, fb2,
                       fa1 + fa2, fa1 - fa2, fb1 + fb2, fb1 - fb2,
                       fa1 + fb2, fa1 - fb2, fb1 + fa2, fb1 - fa2])
for label, tau_line in (("1/nu_beta1", 1 / fb1), ("0.1 us", 0.1)):
    amp = resolve_lines(simulate_echo([nuc1, nuc2], tau_line, waits), waits,
                        tau_line, pair_freqs)
    la1, la2 = lobe(fb1, tau_line), lobe(fb2, tau_line)
    lb1, lb2 = lobe(fa1, tau_line), lobe(fa2, tau_line)
    combo_a, combo_b = k1 * k2 * la1 * la2 / 16, k1 * k2 * lb1 * lb2 / 16
    expected = [k1 / 4 * la1 * (1 - k2 / 2 * la2),
                k2 / 4 * la2 * (1 - k1 / 2 * la1),
                k1 / 4 * lb1 * (1 - k2 / 2 * lb2),
                k2 / 4 * lb2 * (1 - k1 / 2 * lb1),
                combo_a, combo_a, combo_b, combo_b, 0, 0, 0, 0]
    assert np.allclose(amp, expected, atol=1e-8)
    print(f"both nuclei, tau = {label}: nu_alpha1 {abs(amp[0]):.5f}, "
          f"nu_alpha2 {abs(amp[1]):.5f}")
    print(f"both nuclei, tau = {label}: nu_beta1 {abs(amp[2]):.5f}, "
          f"nu_beta2 {abs(amp[3]):.5f}")
    print(f"both nuclei, tau = {label}: nu_alpha1+nu_alpha2 "
          f"{abs(amp[4]):.5f}, nu_beta1+nu_beta2 {abs(amp[6]):.5f}")
    print(f"both nuclei, tau = {label}: largest cross-manifold line "
          f"{np.max(abs(amp[8:])):.5f}")
print(f"cross-suppression factor of nu_alpha2 by nucleus 1, tau = 0.1 us: "
      f"{1 - k1 / 2 * lobe(fb1, 0.1):.5f}")

# The incorrect rule, a product of single-nucleus echoes, is told apart.
wrong_trace = (simulate_echo([nuc1], tau, waits)
               * simulate_echo([nuc2], tau, waits))
wrong_amp = resolve_lines(wrong_trace, waits, tau, pair_freqs)
assert abs(wrong_amp[8]) > 1e-3
print(f"false nu_alpha1+nu_beta2 line of the incorrect rule, tau = 0.1 us: "
      f"{wrong_amp[8]:.5f}")

wait = 1.0
a1, b1 = manifold_factors(nuc1, tau, wait)
a2, b2 = manifold_factors(nuc2, tau, wait)
simulated = simulate_echo([nuc1, nuc2], tau, [wait])[0]
wrong = (simulate_echo([nuc1], tau, [wait])[0]
         * simulate_echo([nuc2], tau, [wait])[0])
assert abs((simulated - wrong) - (a1 - b1) * (a2 - b2) / 4) < 1e-9
assert abs(simulated - wrong) > 5e-3
print(f"echo example: tau = {tau:.1f} us, T = {wait:.1f} us")
print(f"nucleus 1 factors: V_alpha = {a1:.5f}, V_beta = {b1:.5f}")
print(f"nucleus 2 factors: V_alpha = {a2:.5f}, V_beta = {b2:.5f}")
print(f"manifold products: alpha = {a1 * a2:.5f}, beta = {b1 * b2:.5f}")
print(f"echo from sum of two products = "
      f"{formula_echo([nuc1, nuc2], tau, wait):.5f}")
print(f"echo from full simulation = {simulated:.5f}")
print(f"incorrect product of single-nucleus echoes = {wrong:.5f}")
print(f"correct minus incorrect = {simulated - wrong:.5f}")
print(f"two-pulse echo of both nuclei at tau = 0.1 us = {hahn:.5f}")
print(f"largest formula-simulation difference, 1 to 3 nuclei = "
      f"{largest_error:.1e}")
print("success")
```

Output:

```
nucleus 1: nu_I, A, B = 15.0, 6.0, 8.0 MHz
nucleus 1: nu_alpha = 18.4391 MHz, nu_beta = 12.6491 MHz
nucleus 1: depth k = 0.26471, axis angle has |sin| = 0.51450
nucleus 2: nu_I, A, B = 3.0, 2.0, 2.0 MHz
nucleus 2: nu_alpha = 4.1231 MHz, nu_beta = 2.2361 MHz
nucleus 2: depth k = 0.42353, axis angle has |sin| = 0.65079
first blind time of nu_alpha1 (1/nu_beta1) = 0.07906 us
first blind time of nu_beta1 (1/nu_alpha1) = 0.05423 us
largest possible amplitude of either line, k1/2 = 0.13235
nucleus 1 alone, tau = 1/nu_beta1: simulated amplitude nu_alpha1 0.00000, nu_beta1 0.13003
nucleus 1 alone, tau = 1/nu_alpha1: simulated amplitude nu_alpha1 0.09208, nu_beta1 0.00000
nucleus 1 alone, tau = 0.1 us: simulated amplitude nu_alpha1 0.07237, nu_beta1 0.02936
nucleus 1 alone, tau = 0.1 us: |amplitude| at nu_alpha1+nu_beta1 0.00000
both nuclei, tau = 1/nu_beta1: nu_alpha1 0.00000, nu_alpha2 0.05887
both nuclei, tau = 1/nu_beta1: nu_beta1 0.08985, nu_beta2 0.11433
both nuclei, tau = 1/nu_beta1: nu_alpha1+nu_alpha2 0.00000, nu_beta1+nu_beta2 0.02009
both nuclei, tau = 1/nu_beta1: largest cross-manifold line 0.00000
both nuclei, tau = 0.1 us: nu_alpha1 0.05957, nu_alpha2 0.07561
both nuclei, tau = 0.1 us: nu_beta1 0.01784, nu_beta2 0.18458
both nuclei, tau = 0.1 us: nu_alpha1+nu_alpha2 0.00640, nu_beta1+nu_beta2 0.00576
both nuclei, tau = 0.1 us: largest cross-manifold line 0.00000
cross-suppression factor of nu_alpha2 by nucleus 1, tau = 0.1 us: 0.85527
false nu_alpha1+nu_beta2 line of the incorrect rule, tau = 0.1 us: 0.00710
echo example: tau = 0.1 us, T = 1.0 us
nucleus 1 factors: V_alpha = 0.82547, V_beta = 0.99164
nucleus 2 factors: V_alpha = 0.65074, V_beta = 0.22814
manifold products: alpha = 0.53717, beta = 0.22623
echo from sum of two products = 0.38170
echo from full simulation = 0.38170
incorrect product of single-nucleus echoes = 0.39926
correct minus incorrect = -0.01756
two-pulse echo of both nuclei at tau = 0.1 us = 0.62937
largest formula-simulation difference, 1 to 3 nuclei = 3.6e-15
success
```
